# Spin polarization of the uniform Hartree-Fock electron gas: test program

```python
"""Hartree-Fock electron gas with one filled Fermi sphere per spin.

Result under test: the energy minimum jumps from polarization 0 to 1 at
rs = (2 pi/5)(9 pi/4)^(1/3)(1 + 2^(1/3)), before the paramagnetic
susceptibility diverges at rs = pi (9 pi/4)^(1/3), and a partially
polarized stationary state is never a minimum.

rs: radius of the sphere holding one electron, in bohr
zeta: (n_up - n_down)/n, kf: Fermi wavenumber of the unpolarized gas
Hartree atomic units are used; energies are per electron.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

pi = np.pi
C = (9 * pi / 4) ** (1 / 3)          # kf = C / rs

# ---------- derived formulas ----------
rs_cross = 2 * pi / 5 * C * (1 + 2 ** (1 / 3))
rs_chi = pi * C
rs_low = rs_chi / 2 ** (2 / 3)       # polarized state locally stable above


def parts_formula(rs, zeta):
    kf = C / rs
    u, v = (1 + zeta) ** (1 / 3), (1 - zeta) ** (1 / 3)
    kinetic = 3 * kf**2 / 20 * (u**5 + v**5)
    exchange = -3 * kf / (8 * pi) * (u**4 + v**4)
    return kinetic, exchange


def energy_formula(rs, zeta):
    return sum(parts_formula(rs, zeta))


def barrier_formula(rs):
    s = 2 * rs / rs_chi
    return (s**3 + 1) / (3 * s) * np.sqrt((8 - s**3) / (3 * s))


def enhancement_formula(rs):
    return 1 / (1 - rs / rs_chi)


# ---------- energies from the definition ----------
# Fixed radial grid, the same for every Fermi wavenumber.
R_MAX, PANELS = 2000.0, 500
nodes, weights = np.polynomial.legendre.leggauss(12)
width = R_MAX / PANELS
r_grid = (width * (np.arange(PANELS)[:, None] + (nodes + 1) / 2)).ravel()
r_weights = np.tile(weights * width / 2, PANELS)


def spin_wavenumbers(rs, zeta):
    n = 3 / (4 * pi * rs**3)
    return [(3 * pi**2 * n * (1 + sign * zeta)) ** (1 / 3)
            for sign in (1, -1)]


@lru_cache(maxsize=None)
def sphere_energy_density(k):
    """Kinetic plus exchange energy per volume of one spin species."""
    if k == 0:
        return 0.0
    kinetic = quad(lambda q: q**2 / 2 * q**2 / (2 * pi**2), 0, k,
                   epsabs=0, epsrel=1e-12)[0]
    x = k * r_grid
    density_matrix = k**3 / (2 * pi**2) * spherical_jn(1, x) / x
    integral = np.sum(r_weights * r_grid * density_matrix**2)
    # Cycle-averaged remainder of the integral beyond the grid.
    integral += k**2 / (16 * pi**4 * R_MAX**2)
    return kinetic - 2 * pi * integral


def energy_definition(rs, zeta):
    n = 3 / (4 * pi * rs**3)
    return sum(sphere_energy_density(float(k))
               for k in spin_wavenumbers(rs, zeta)) / n


for rs in (2.0, 5.0, 5.8, 8.0):
    for zeta in (0.0, 0.3, 0.6, 0.9, 1.0):
        exact = energy_definition(rs, zeta)
        scale = abs(parts_formula(rs, zeta)[1])
        assert abs(exact - energy_formula(rs, zeta)) < 1e-6 * scale

# Crossing of the two end states.
cross_numeric = brentq(
    lambda rs: energy_definition(rs, 1.0) - energy_definition(rs, 0.0), 4, 7)
assert abs(cross_numeric - rs_cross) < 1e-4

# Loss of local stability of the paramagnet. The finite step 0.05 in
# zeta shifts the root by about 1e-3, which sets the tolerance.
chi_numeric = brentq(
    lambda rs: energy_definition(rs, 0.05) - energy_definition(rs, 0.0),
    5.5, 6.5)
assert abs(chi_numeric - rs_chi) < 2e-3

# Interior extrema, counted on a grid that is dense near zeta = 1.
zeta_grid = np.sin(np.linspace(0, pi / 2, 61))
for rs in (2.0, 3.0, 4.5, 5.0, 5.4, 5.5, 5.8, 6.3, 8.0):
    e = np.array([energy_definition(rs, z) for z in zeta_grid])
    left, mid, right = e[:-2], e[1:-1], e[2:]
    minima = np.sum((mid < left) & (mid < right))
    maxima = np.sum((mid > left) & (mid > right))
    assert minima == 0
    assert maxima == (1 if rs_low < rs < rs_chi else 0)
    assert (e[-1] < e[0]) == (rs > rs_cross)

# Position of the barrier and the sum of the two Fermi wavenumbers there.
for rs in (5.0, rs_cross, 5.8):
    top = minimize_scalar(lambda z: -energy_definition(rs, z),
                          bounds=(0.05, 0.9999), method="bounded",
                          options={"xatol": 1e-7}).x
    assert abs(top - barrier_formula(rs)) < 2e-3
    assert abs(sum(spin_wavenumbers(rs, top)) - 2 / pi) < 1e-3


# ---------- Fermi-edge energies from the exchange integral ----------
def edge_energy(k, coupling=1.0):
    integral = quad(lambda q: q * np.log((k + q) / (k - q)), 0, k,
                    epsabs=1e-12, epsrel=1e-10)[0]
    return k**2 / 2 - coupling * integral / (pi * k)


for k in (0.2, 0.4, 0.7):
    assert abs(edge_energy(k) - (k**2 / 2 - k / pi)) < 1e-8

# Half the difference of edge energies is the slope of the energy.
for rs, zeta in ((5.0, 0.4), (5.8, 0.8)):
    k_up, k_down = spin_wavenumbers(rs, zeta)
    step = 0.01
    slope = (energy_definition(rs, zeta + step)
             - energy_definition(rs, zeta - step)) / (2 * step)
    assert abs(slope - (edge_energy(k_up) - edge_energy(k_down)) / 2) < 2e-6


def polarization_in_field(rs, field, coupling):
    def mismatch(zeta):
        k_up, k_down = spin_wavenumbers(rs, zeta)
        return (edge_energy(k_up, coupling)
                - edge_energy(k_down, coupling) - 2 * field)
    return brentq(mismatch, 0, 0.05, xtol=1e-12)


# Small but finite field: nonlinear terms are below the tolerance.
for rs in (3.0, 5.0):
    ratio = (polarization_in_field(rs, 5e-5, 1.0)
             / polarization_in_field(rs, 5e-5, 0.0))
    assert abs(ratio / enhancement_formula(rs) - 1) < 1e-3

# Lower limit of stability of the polarized state: moving an electron
# from the filled edge to the empty band bottom costs no energy.
low_numeric = brentq(
    lambda rs: edge_energy(spin_wavenumbers(rs, 1.0)[0]), 2, 6)
assert abs(low_numeric - rs_low) < 1e-5
assert energy_definition(3.6, 1.0) > energy_definition(3.6, 0.9999)
assert energy_definition(4.2, 1.0) < energy_definition(4.2, 0.9999)

# ---------- worked example ----------
bohr_cm = physical_constants["Bohr radius"][0] * 100
hartree_mev = physical_constants["Hartree energy in eV"][0] * 1000

print("Thresholds in rs (dimensionless)")
print(f"polarized state locally stable above: {rs_low:.4f}")
print(f"end states cross, formula: {rs_cross:.4f}")
print(f"end states cross, from density matrix: {cross_numeric:.4f}")
print(f"susceptibility diverges, formula: {rs_chi:.4f}")
print(f"curvature vanishes, from density matrix: {chi_numeric:.3f}")
print(f"ratio crossing/divergence: {rs_cross / rs_chi:.4f}")
for name, rs in (("lower limit", rs_low), ("crossing", rs_cross),
                 ("divergence", rs_chi)):
    density = 3 / (4 * pi * (rs * bohr_cm) ** 3)
    print(f"density at {name}: {density:.3e} cm^-3")

for rs in (5.0, rs_cross, 5.8, 6.2):
    print(f"--- rs = {rs:.4f}, kf = {C / rs:.4f} bohr^-1")
    for zeta in (0.0, 1.0):
        kin, exc = parts_formula(rs, zeta)
        print(f"zeta={zeta:.0f}: kinetic {1e3 * kin:.3f}, exchange "
              f"{1e3 * exc:.3f}, total {1e3 * (kin + exc):.3f} mHa")
    e0 = energy_formula(rs, 0.0)
    profile = [1e3 * (energy_formula(rs, z) - e0)
               for z in (0.25, 0.5, 0.75, 1.0)]
    print("e(zeta)-e(0), zeta=0.25,0.5,0.75,1: "
          + ", ".join(f"{value + 0.0:.4f}" for value in
                      np.round(profile, 4)) + " mHa")
    if rs < rs_chi:
        zb = barrier_formula(rs)
        height = energy_formula(rs, zb) - e0
        k_up, k_down = spin_wavenumbers(rs, zb)
        print(f"barrier at zeta = {zb:.4f}, height above zeta=0: "
              f"{1e3 * height:.4f} mHa")
        print(f"k_up, k_down at barrier: {k_up:.4f}, {k_down:.4f} bohr^-1")
        print(f"chi/chi0 of paramagnet: {enhancement_formula(rs):.3f}")

height_cross = (energy_formula(rs_cross, barrier_formula(rs_cross))
                - energy_formula(rs_cross, 0.0))
print(f"barrier at crossing: {height_cross * hartree_mev:.2f} meV")
print(f"2/pi = {2 / pi:.4f} bohr^-1")
print("OK")
```

Output:

```
Thresholds in rs (dimensionless)
polarized state locally stable above: 3.7982
end states cross, formula: 5.4502
end states cross, from density matrix: 5.4502
susceptibility diverges, formula: 6.0292
curvature vanishes, from density matrix: 6.028
ratio crossing/divergence: 0.9040
density at lower limit: 2.940e+22 cm^-3
density at crossing: 9.951e+21 cm^-3
density at divergence: 7.351e+21 cm^-3
--- rs = 5.0000, kf = 0.3838 bohr^-1
zeta=0: kinetic 44.198, exchange -91.633, total -47.435 mHa
zeta=1: kinetic 70.160, exchange -115.450, total -45.290 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.2581, 0.9801, 1.9518, 2.1446 mHa
barrier at zeta = 0.9292, height above zeta=0: 2.3969 mHa
k_up, k_down at barrier: 0.4778, 0.1588 bohr^-1
chi/chi0 of paramagnet: 5.858
--- rs = 5.4502, kf = 0.3521 bohr^-1
zeta=0: kinetic 37.198, exchange -84.064, total -46.866 mHa
zeta=1: kinetic 59.048, exchange -105.914, total -46.866 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.1202, 0.4293, 0.7178, 0.0000 mHa
barrier at zeta = 0.7909, height above zeta=0: 0.7282 mHa
k_up, k_down at barrier: 0.4276, 0.2090 bohr^-1
chi/chi0 of paramagnet: 10.413
--- rs = 5.8000, kf = 0.3309 bohr^-1
zeta=0: kinetic 32.846, exchange -78.994, total -46.148 mHa
zeta=1: kinetic 52.140, exchange -99.526, total -47.386 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: 0.0396, 0.1077, -0.0006, -1.2382 mHa
barrier at zeta = 0.5489, height above zeta=0: 0.1113 mHa
k_up, k_down at barrier: 0.3828, 0.2538 bohr^-1
chi/chi0 of paramagnet: 26.304
--- rs = 6.2000, kf = 0.3095 bohr^-1
zeta=0: kinetic 28.745, exchange -73.898, total -45.153 mHa
zeta=1: kinetic 45.630, exchange -93.105, total -47.476 mHa
e(zeta)-e(0), zeta=0.25,0.5,0.75,1: -0.0320, -0.1773, -0.6355, -2.3228 mHa
barrier at crossing: 19.82 meV
2/pi = 0.6366 bohr^-1
OK
```
